# Luttinger hole levels in a hard-wall cylindrical wire at zero axial wavevector

## What dimensions and symmetry fix

A hole is confined to a cylinder of radius $R$ with its axis along $z$. The potential is flat inside and the envelope vanishes at the wall. Hole energies $E$ are counted positive, downward from the valence-band edge. The material enters through the dimensionless Luttinger parameters $\gamma_1$ and $\gamma_s$, and at axial wavevector $k_z=0$ the only length is $R$. Hence

$$E=\frac{\hbar^2}{2m_0R^2}\,e(\gamma_1,\gamma_s),$$

where $m_0$ is the free-electron mass and $e$ is a pure number.

Symmetry fixes the structure of the equation for $e$. The spherical Luttinger Hamiltonian $H(\mathbf k)$ acts on four components labelled by $m_J=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$. It is even in $\mathbf k$ and invariant under joint rotations of $\mathbf k$ and the spin $\mathbf J$. Let $\Sigma=e^{-i\pi J_z}$ turn the spin by $\pi$ about the axis. Then

$$\Sigma H(k_x,k_y,k_z)\Sigma^{-1}=H(-k_x,-k_y,k_z)=H(k_x,k_y,-k_z).$$

The first equality uses rotation invariance, the second evenness. At $k_z=0$, therefore, $\Sigma$ commutes with $H$. Its eigenvalue is $i$ for $m_J=\tfrac32,-\tfrac12$ and $-i$ for $m_J=\tfrac12,-\tfrac32$, so $H$ cannot connect the two pairs. A scalar potential $V(x,y)$ multiplies the unit spin matrix and leaves this intact, whatever the shape of the cross-section.

The circular wall adds conservation of $F_z=L_z+J_z$. A state with $F_z=f$ has orbital number $f-m_J$ in component $m_J$, so the two orbital numbers within a pair differ by 2.

## The simple case: no band coupling

For $\gamma_s=0$ each component obeys $-\gamma_1\nabla^2\psi=(e/R^2)\psi$. The regular solution with orbital number $m$ is $J_m(\kappa r)e^{im\phi}$, with $\gamma_1\kappa^2R^2=e$. The wall requires $J_m(\kappa R)=0$, so $e=\gamma_1j_{m,s}^2$, where $j_{m,s}$ is the $s$-th positive zero of $J_m$. Any coupled formula must return to this.

## Switching on the coupling

The full Hamiltonian, with $J=\tfrac32$ and uniform parameters, is

$$H=\frac{\hbar^2}{2m_0}\left[\left(\gamma_1+\tfrac52\gamma_s\right)k^2-2\gamma_s(\mathbf k\cdot\mathbf J)^2\right],\qquad \gamma_1>2\gamma_s>0.$$

It omits the split-off band, cubic warping, strain and magnetic field. Below, matrices are written without the prefactor $\hbar^2/2m_0$.

Define $k_\pm=k_x\pm ik_y$ and $J_\pm=J_x\pm iJ_y$. Then $\mathbf k\cdot\mathbf J=\tfrac12(k_+J_-+k_-J_+)+k_zJ_z$. The components of $\mathbf k$ commute with each other, so squaring gives

$$\begin{aligned}(\mathbf k\cdot\mathbf J)^2={}&\tfrac14\left[k_+^2J_-^2+k_-^2J_+^2+k_+k_-(J_+J_-+J_-J_+)\right]\\&+\tfrac12k_z\left[k_+\{J_-,J_z\}+k_-\{J_+,J_z\}\right]+k_z^2J_z^2.\end{aligned}$$

The terms linear in $k_z$ change $m_J$ by one. The others change it by zero or two. This is the symmetry result in explicit form.

Set $k_z=0$, so that $k_+k_-=k^2$. Since $J_+J_-+J_-J_+=2(J_x^2+J_y^2)=2(\tfrac{15}4-J_z^2)$, the diagonal part of $H$ is

$$\left[\gamma_1+\tfrac52\gamma_s-\gamma_s\left(\tfrac{15}4-J_z^2\right)\right]k^2=\left[\gamma_1-\tfrac54\gamma_s+\gamma_sJ_z^2\right]k^2.$$

It equals $(\gamma_1+\gamma_s)k^2$ for $m_J=\pm\tfrac32$ and $(\gamma_1-\gamma_s)k^2$ for $m_J=\pm\tfrac12$.

The off-diagonal part is $-\tfrac12\gamma_s(k_+^2J_-^2+k_-^2J_+^2)$. From $J_+|m\rangle=\sqrt{15/4-m(m+1)}\,|m+1\rangle$, the successive factors from $-\tfrac12$ to $\tfrac32$ are $2$ and $\sqrt3$; from $-\tfrac32$ to $\tfrac12$ they are $\sqrt3$ and $2$. Both products are $2\sqrt3$. The two blocks are thus

$$H_A=\begin{pmatrix}(\gamma_1+\gamma_s)k^2&-\sqrt3\gamma_sk_-^2\\-\sqrt3\gamma_sk_+^2&(\gamma_1-\gamma_s)k^2\end{pmatrix}\quad\text{on }\left(\tfrac32,-\tfrac12\right),$$

$$H_B=\begin{pmatrix}(\gamma_1-\gamma_s)k^2&-\sqrt3\gamma_sk_-^2\\-\sqrt3\gamma_sk_+^2&(\gamma_1+\gamma_s)k^2\end{pmatrix}\quad\text{on }\left(\tfrac12,-\tfrac32\right).$$

**Bulk limit.** For a plane wave each block has trace $2\gamma_1k^2$ and determinant $(\gamma_1^2-\gamma_s^2-3\gamma_s^2)k^4=(\gamma_1^2-4\gamma_s^2)k^4$. The eigenvalues are $(\gamma_1\pm2\gamma_s)k^2$: the light-hole branch with coefficient $g_l=\gamma_1+2\gamma_s$ and the heavy-hole branch with $g_h=\gamma_1-2\gamma_s$. The condition $\gamma_1>2\gamma_s$ keeps both positive.

## Cylindrical waves

In polar coordinates $k_\pm=-ie^{\pm i\phi}\left(\partial_r\pm\frac ir\partial_\phi\right)$. On angular dependence $e^{im\phi}$ the bracket becomes $\partial_r\mp m/r$. The recurrences $J_m'(x)-mJ_m/x=-J_{m+1}$ and $J_m'(x)+mJ_m/x=J_{m-1}$ give

$$k_+\left[J_m(\kappa r)e^{im\phi}\right]=i\kappa J_{m+1}e^{i(m+1)\phi},\qquad k_-\left[J_m(\kappa r)e^{im\phi}\right]=-i\kappa J_{m-1}e^{i(m-1)\phi}.$$

Applying either operator twice produces $(\pm i\kappa)^2=-\kappa^2$ and shifts the order by two. The minus sign cancels the one in front of $\sqrt3\gamma_s$.

Try $\left(aJ_n(\kappa r)e^{in\phi},\,bJ_{n+2}(\kappa r)e^{i(n+2)\phi}\right)$ in block A. The differential equation becomes algebraic:

$$\kappa^2\begin{pmatrix}\gamma_1+\gamma_s&\sqrt3\gamma_s\\\sqrt3\gamma_s&\gamma_1-\gamma_s\end{pmatrix}\begin{pmatrix}a\\b\end{pmatrix}=\frac{e}{R^2}\begin{pmatrix}a\\b\end{pmatrix}.$$

For the light branch, $e/R^2=g_l\kappa^2$, the first row reads $-\gamma_sa+\sqrt3\gamma_sb=0$, so $(a,b)=(\sqrt3,1)$. For the heavy branch it reads $3\gamma_sa+\sqrt3\gamma_sb=0$, so $(a,b)=(1,-\sqrt3)$. In block B the diagonal entries are exchanged. The first rows are then $-3a+\sqrt3b=0$ and $a+\sqrt3b=0$, giving light $(1,\sqrt3)$ and heavy $(\sqrt3,-1)$.

At a given energy the two branches have different radial wavenumbers, $\kappa_h$ and $\kappa_l$. Define

$$x_h=\kappa_hR=\sqrt{e/g_h},\qquad x_l=\kappa_lR=\sqrt{e/g_l}.$$

## Have all solutions been kept?

Each block is a system of two second-order radial equations, so it has four independent solutions for $e>0$. They are the waves above and their copies with $J$ replaced by $Y$, which obeys the same recurrences. The $Y$ waves must be excluded with care, because a combination of two could cancel its leading singularity.

Take block A with $Y$ amplitudes $a_l$ and $a_h$.

- For $n\ge0$, the strongest singularity, $r^{-(n+2)}$ in the lower component, cancels if $a_l\kappa_l^{-n-2}=\sqrt3\,a_h\kappa_h^{-n-2}$. The amplitudes then have equal signs. The upper component keeps a singularity proportional to $\sqrt3a_l\kappa_l^{-n}+a_h\kappa_h^{-n}\neq0$, of the form $r^{-n}$, or $\ln r$ for $n=0$.
- For $n\le-2$ the upper component is the more singular. Cancelling it requires opposite signs, and the lower component then keeps a coefficient $a_l\kappa_l^{n+2}-\sqrt3a_h\kappa_h^{n+2}\ne0$.
- For $n=-1$ both components diverge as $1/r$. Cancelling both needs $\sqrt3a_l/\kappa_l+a_h/\kappa_h=0$ and $a_l/\kappa_l-\sqrt3a_h/\kappa_h=0$, hence $a_l=a_h=0$.

In each case $\int|\nabla\psi|^2r\,dr$ diverges at the origin, even for the logarithm, whose integrand is $1/r$. Block B follows by exchanging its components and replacing $n$ by $-n-2$.

Infinite $\int|\nabla\psi|^2$ means infinite energy. To see this, extend an envelope that vanishes at the wall by zero outside and take its Fourier transform. No eigenvalue of $H(\mathbf k)$ at $k_z=0$ is below $g_hk^2$, so for a normalized state

$$\frac{e}{R^2}\ge g_h\int|\nabla\psi|^2\,d^2r\ge\frac{g_hj_{0,1}^2}{R^2}.$$

The last step uses the lowest scalar level of the disc. This also shows that no state lies at $e\le0$, so the trivial zeros that the determinants may have at $e=0$ are not levels.

## The wall condition

The general admissible state of block A has radial part

$$c_l\begin{pmatrix}\sqrt3J_n(\kappa_lr)\\J_{n+2}(\kappa_lr)\end{pmatrix}+c_h\begin{pmatrix}J_n(\kappa_hr)\\-\sqrt3J_{n+2}(\kappa_hr)\end{pmatrix}.$$

Both components must vanish at $r=R$. A nonzero pair $(c_l,c_h)$ exists if and only if the determinant vanishes:

$$\begin{vmatrix}\sqrt3J_n(x_l)&J_n(x_h)\\J_{n+2}(x_l)&-\sqrt3J_{n+2}(x_h)\end{vmatrix}=-3J_n(x_l)J_{n+2}(x_h)-J_n(x_h)J_{n+2}(x_l)=0.$$

For block B the determinant is $-J_n(x_l)J_{n+2}(x_h)-3J_n(x_h)J_{n+2}(x_l)$. The quantization conditions for integer $n$ are therefore

$$\boxed{\begin{aligned}A:\;&J_n(x_h)J_{n+2}(x_l)+3J_n(x_l)J_{n+2}(x_h)=0,&F_z&=n+\tfrac32,\\B:\;&3J_n(x_h)J_{n+2}(x_l)+J_n(x_l)J_{n+2}(x_h)=0,&F_z&=n+\tfrac12.\end{aligned}}$$

Although the components $m_J$ have decoupled into pairs, the wall still mixes heavy and light waves within each pair.

**Limit of no coupling.** As $\gamma_s\to0$, $x_h$ and $x_l$ merge into $x$ and both conditions become $4J_n(x)J_{n+2}(x)=0$. These are the scalar levels of the two components.

**Time reversal.** Use $J_{-m}=(-1)^mJ_m$ and put $-n-2$ for $n$ in condition A. Orders $n$ and $n+2$ are exchanged, and the signs cancel in each product. The result is condition B, while $F_z$ changes from $n+\tfrac12$ to $-(n+\tfrac12)$. Each level is thus paired with one of opposite $F_z$ in the other block, as Kramers degeneracy requires.

**The case $n=-1$.** The orders are $-1$ and $+1$, and $J_{-1}=-J_1$. Both conditions reduce to $J_1(x_h)J_1(x_l)=0$. The levels are purely heavy, $e=g_hj_{1,s}^2$, or purely light, $e=g_lj_{1,s}^2$, because the same radial function appears in both components and one wave can satisfy the wall alone.

**High levels.** For fixed $n$ and large argument, $J_{n+2}(x)\approx-J_n(x)$ to leading order. Both conditions then approach $J_n(x_h)J_n(x_l)=0$, and heavy and light ladders separate to this order. Far from the axis the wave meets the wall at nearly normal incidence. Since $H$ is even in $\mathbf k$, the incident and reflected waves share one spinor and can cancel at the wall without the other branch. The next order in $1/x$ moves every level. The heavy roots of block A shift by about $-3(n+1)/(2x_h)$ in $x_h$, which is a constant $-3g_h(n+1)$ in $e$, about $-6.9$ for $n=0$. This shift becomes small against the growing level spacing but does not vanish, so $g_hj_{n,s}^2$ is accurate only in a relative sense. The remaining term, which couples the two ladders, matters where a heavy and a light zero nearly coincide.

## Numbers for a silicon wire

Take rough silicon parameters $\gamma_1=4.3$, $\gamma_2=0.34$, $\gamma_3=1.45$ and $R=10$ nm. The spherical part of the cubic Hamiltonian has

$$\gamma_s=\frac{2\gamma_2+3\gamma_3}5=\frac{0.68+4.35}5=1.006,$$

which a least-squares fit of the spherical form to the cubic one, averaged over directions, confirms. Then $g_h=2.288$ and $g_l=6.312$. With $\hbar^2/2m_0=38.10$ meV nm², the energy unit is $38.10/10^2=0.3810$ meV.

The lowest root belongs to block B with $n=0$: $e=18.838$. Its arguments are $x_h=\sqrt{18.838/2.288}=2.8694$ and $x_l=\sqrt{18.838/6.312}=1.7276$. The two terms of the condition are

$$3J_0(x_h)J_2(x_l)=3(-0.21266)(0.28852)=-0.18407,$$
$$J_0(x_l)J_2(x_h)=(0.38203)(0.48181)=0.18407,$$

and they cancel. The energy is $18.838\times0.3810=7.18$ meV. The next doublets lie at 11.51, 12.80, 17.83 and 24.20 meV. The one at 12.80 meV is the purely heavy $n=-1$ level.

As an independent test, the four-component Hamiltonian was diagonalized without assuming the blocks, for $F_z=-\tfrac32,-\tfrac12,\tfrac12,\tfrac32,\tfrac52$. All 30 levels with $e<200$ agreed with the determinant roots in number and value, the largest relative difference being $3\times10^{-13}$.

**What kind of state is the lowest one?** The first row of the wall condition in block B gives

$$\frac{c_h}{c_l}=-\frac{J_0(x_l)}{\sqrt3J_0(x_h)}=\frac{0.38203}{1.7321\times0.21266}=1.037.$$

Heavy and light waves enter with similar amplitudes. Yet integrating the squared components over the disc gives weight 0.998 for $m_J=\tfrac12$ and 0.002 for $m_J=-\tfrac32$. The state nearly has definite $m_J$ without belonging to one bulk branch.

This suggests a check by the variational principle. Put the lowest scalar mode in $m_J=\tfrac12$ alone. The off-diagonal terms have no expectation value, so $e\le(\gamma_1-\gamma_s)j_{0,1}^2=3.294\times5.783=19.05$. The true level is 1.1% below this bound. By contrast, the lower bound $g_hj_{0,1}^2$ is 5.04 meV; taken as an estimate, it would be 30% below the true level.

## Moving off $k_z=0$

Let $q=k_zR$. The neglected terms add to the dimensionless Hamiltonian

$$qW+q^2D,\qquad D=\gamma_1+\tfrac52\gamma_s-2\gamma_sJ_z^2,$$
$$W=-\gamma_sR\left(k_+\{J_-,J_z\}+k_-\{J_+,J_z\}\right).$$

$W$ connects only opposite blocks, so it has no first-order effect on the lowest state of the sector $F_z=\tfrac12$. To second order,

$$\delta e=q^2\left[\langle0|D|0\rangle-\sum_s\frac{|\langle s|W|0\rangle|^2}{e_s-e_0}\right].$$

The sum runs over block-A states with the same $F_z$, all above $e_0$ for this wire. It therefore lowers the curvature. The bracket is $m_0/m_z$, with $m_z$ the axial mass.

$D$ equals $g_l$ for $m_J=\pm\tfrac12$ and $g_h$ for $m_J=\pm\tfrac32$. The first term is thus $0.998\times6.312+0.002\times2.288\approx6.30$. Diagonalization at $q=0.02$ gives 4.92 with the block coupling and 6.30 without it. The axial mass rises from $0.159m_0$ to $0.203m_0$. Both values belong to the spherical four-band model; in real silicon, warping makes the axial mass depend strongly on the direction of the wire. The decoupled blocks give the levels at $k_z=0$, which for the lowest subband is its edge, but their coupling is needed for transport along the wire. In the second subband of this model the coupling even makes the curvature at $k_z=0$ negative, so that its edge lies at nonzero $k_z$.

## The model beside a real silicon wire

Silicon is a demanding case, with a rough split-off energy of only 44 meV and strong warping. A 10 nm radius is large for a scaled transistor, so some comparisons include 5 nm. The six-band results below keep the hard wall and flat potential, without strain.

| Ground level (meV) | $R=10$ nm | $R=5$ nm |
|---|---:|---:|
| four-band, spherical | 7.18 | 28.7 |
| six-band, spherical | 6.97 | 26.0 |
| six-band, cubic, [110] axis | 6.28 | 22.9 |

The split-off band lowers the four-band level by 2.8% at 10 nm and 9.3% at 5 nm. It introduces a second energy scale, so the pure $1/R^2$ law no longer holds. Adding warping at 10 nm moves the six-band spherical value down by 10% for a [110] axis and up by 23%, to 8.56 meV, for [001]. The block separation survives for these two axes, because the plane normal to each is a mirror plane of the cubic Hamiltonian. The single-$n$ Bessel condition does not, because warping breaks conservation of $F_z$.

The oxide wall is also finite. For an estimate, take one band with coefficient $\gamma_1$ inside, the free mass outside, and a rough barrier of 4500 meV. The decay length is $\lambda=\sqrt{38.10/4500}=0.092$ nm. Continuity of $\psi$ and of (inverse mass)$\times\psi'$ gives $\gamma_1\psi'(R)=-\psi(R)/\lambda$ for a nearly flat wall. The inner solution then extrapolates to zero at $R+\gamma_1\lambda$, a displacement of 0.40 nm. Solving this one-band well in full lowers its hard-wall level by 7.6% at 10 nm. The figure depends on both mass choices. Using $\gamma_1-\gamma_s$ inside, the in-plane coefficient of the $m_J=\tfrac12$ component that dominates the lowest state, gives about 6%. Keeping $\gamma_1$ inside and taking an oxide mass of $0.58m_0$ also gives about 6%.

An operating transistor also breaks the assumption of a flat potential. For $p$ holes per unit length spread uniformly, the charge inside radius $r$ is $qpr^2/R^2$ per unit length, where $q$ now denotes the elementary charge. The field is $qpr/(2\pi\varepsilon R^2)$, and its integral from axis to wall is

$$\Delta V=\frac{qp}{4\pi\varepsilon}.$$

With relative permittivity 11.7, the corresponding energy equals the first gap, 4.33 meV, at $p=3.5\times10^5$ cm$^{-1}$, or $5.6\times10^{10}$ cm$^{-2}$ of wall area. A strongly inverted channel holds roughly $10^{12}$ cm$^{-2}$ or more. Scaling the uniform-charge estimate to that density gives about 77 meV, over ten times the ground energy. The levels above therefore require a nearly empty wire; an occupied one needs a self-consistent potential. If that potential is scalar, the two blocks still separate at $k_z=0$, but their radial functions are no longer Bessel functions.

Even a single hole feels its own image potential at the boundary between silicon and oxide, which the flat potential omits. For a thick oxide of relative permittivity 3.9 and $R=10$ nm, it raises the hole energy on the axis by about 8 meV, comparable to the ground energy itself. A nearby gate changes this value.

Temperature limits the use of the lowest level alone. At 300 K the thermal energy is 25.9 meV. In the four-band spherical model at $R=10$ nm, eight doublets at $k_z=0$, including the lowest, lie within that energy of the ground level. The split-off band and warping bring still more levels into this range.

## Values computed for the example and the checks

```
gamma1, gamma2, gamma3 (rough Si): 4.3, 0.34, 1.45
spherical gamma_s: 1.0060
gamma1-2gamma_s, gamma1+2gamma_s: 2.2880, 6.3120
wire radius R: 10.0 nm
hbar^2/2m0: 38.100 meV nm^2
energy unit hbar^2/(2 m0 R^2): 0.38100 meV
levels compared with diagonalization: 30
largest relative difference: 3.1e-13
lowest doublets (block B n, Fz; partner block A n; e; E):
  B n=0, Fz=+0.5; A n=-2; e=18.8382; E=7.177 meV
  B n=-2, Fz=-1.5; A n=0; e=30.1972; E=11.505 meV
  B n=-1, Fz=-0.5; A n=-1; e=33.5923; E=12.799 meV
  B n=1, Fz=+1.5; A n=-3; e=46.8063; E=17.833 meV
  B n=-2, Fz=-1.5; A n=0; e=63.5232; E=24.202 meV
lower bound (gamma1-2gamma_s) j01^2: e=13.2319, 5.041 meV
ground xh, xl: 2.86941, 1.72757
J0(xh), J2(xh): -0.212661, 0.481812
J0(xl), J2(xl): 0.382033, 0.288516
3 J0(xh) J2(xl): -0.184068
J0(xl) J2(xh): 0.184068
ground heavy/light amplitude ratio: 1.0372
ground weight of mJ=+1/2: 0.9979
ground weight of mJ=-3/2: 0.0021
first gap: 4.328 meV
m0/m_axial, blocks coupled: 4.923
m0/m_axial, coupling removed: 6.304
split-off energy (rough Si): 44.0 meV
R=10 nm ground, four-band spherical: 7.177 meV
R=10 nm ground, six-band spherical: 6.973 meV
R=10 nm ground, six-band cubic [001]: 8.56 meV
R=10 nm ground, six-band cubic [110]: 6.28 meV
R=5 nm ground, four-band spherical: 28.71 meV
R=5 nm ground, six-band spherical: 26.04 meV
R=5 nm ground, six-band cubic [110]: 22.87 meV
oxide barrier (rough), oxide mass: 4.5 eV, 1.0 m0
one-band wall displacement: 0.396 nm
one-band level shift by penetration: -7.56 %
thermal energy at 300 K: 25.85 meV
doublets within kT of the ground level: 8
line density with potential drop = gap: 3.52e+05 cm^-1
same per wall area: 5.60e+10 cm^-2
```
